# Why the liquid in a transient liquid-phase bond widens, then shrinks: verification in Python

```python
"""
Transient liquid-phase bonding: why the liquid widens and then shrinks.

Result under test: the liquid half-width s(t) obeys
    (c_liq - c_sol) ds/dt = J_L - J_S,
J_L = solute supply from the liquid, J_S = solute drain into the solid.
Early:  s = s0 + 2*lam*sqrt(t); lam > 0 only if
        (c0 - c_liq)*sqrt(D_L) > c_sol*sqrt(D_S).
Bound:  s <= s_m = c0*s0/c_liq.
Late:   s = s_m - 2*mu*sqrt(D_S*t), closing at s_m**2/(4*mu**2*D_S).

c0: solute fraction of the molten filler; c_liq, c_sol: liquidus and solidus
fractions; D_L, D_S: diffusivities in liquid and solid; s0: initial half-width.
Worked example in micrometres and seconds; test cases are dimensionless.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx


def early_coefficient(c0, c_liq, c_sol, D_L, D_S):
    """Root lam of the early similarity law (1/erfcx(u) = exp(-u^2)/erfc(u))."""
    def imbalance(lam):
        supply = (c0 - c_liq) * np.sqrt(D_L / np.pi) / erfcx(-lam / np.sqrt(D_L))
        drain = c_sol * np.sqrt(D_S / np.pi) / erfcx(lam / np.sqrt(D_S))
        return lam * (c_liq - c_sol) - supply + drain
    return brentq(imbalance, -5 * np.sqrt(D_S), 5 * np.sqrt(D_L))


def late_coefficient(c_liq, c_sol):
    """Root mu of the shrinkage law for a uniform liquid."""
    return brentq(lambda m: np.sqrt(np.pi) * m * (c_liq - c_sol) / c_sol
                  - np.exp(-m * m) / (1 + erf(m)), 0.0, 5.0)


def fixed_grid_widths(c0, c_liq, c_sol, D_L, D_S, s0, length, h, times):
    """Solute conservation on a fixed grid; no interface condition is imposed.

    The flux is minus the gradient of a potential that is flat between
    solidus and liquidus; the wall at x = length is closed.
    """
    x = (np.arange(int(round(length / h))) + 0.5) * h
    c = np.where(x < s0, c0, 0.0)
    dt_max = 0.9 * h * h / (2 * max(D_L, D_S))
    now, widths = 0.0, []
    for target in times:
        steps = int(np.ceil((target - now) / dt_max))
        r = (target - now) / steps / h**2
        for _ in range(steps):
            potential = (D_S * np.minimum(c - c_sol, 0.0)
                         + D_L * np.maximum(c - c_liq, 0.0))
            transfer = r * (potential[1:] - potential[:-1])
            c[:-1] += transfer
            c[1:] -= transfer
        now = target
        liquid_part = np.clip((c - c_sol) / (c_liq - c_sol), 0.0, 1.0)
        widths.append(h * liquid_part.sum())
    return np.array(widths)


def track_front(c0, c_liq, c_sol, D_L, D_S, s0, depth, t_end, s_stop):
    """Finite volumes that move with the interface, in liquid and solid.

    State: solute amount per liquid cell, fraction per solid cell, s.
    """
    n_liq, n_sol = 50, 150
    uf = 1 - (1 - np.linspace(0, 1, n_liq + 1))**1.5
    du, uc = np.diff(uf), (uf[1:] + uf[:-1]) / 2
    scale = 0.01 * s0
    yf = scale * np.expm1(np.linspace(0, 1, n_sol + 1) * np.log1p(depth / scale))
    dy, yc = np.diff(yf), (yf[1:] + yf[:-1]) / 2

    def fluxes(z):
        s = z[-1]
        last_liquid = z[n_liq - 1] / (s * du[-1])
        supply = D_L * (last_liquid - c_liq) / (s * du[-1] / 2)
        drain = D_S * (c_sol - z[n_liq]) / (dy[0] / 2)
        return supply, drain

    def rhs(t, z):
        s, solid = z[-1], z[n_liq:-1]
        liquid = z[:n_liq] / (s * du)
        supply, drain = fluxes(z)
        v = (supply - drain) / (c_liq - c_sol)
        f = np.zeros(n_liq + 1)
        f[1:-1] = (-D_L * np.diff(liquid) / (s * np.diff(uc))
                   - v * uf[1:-1] * (liquid[1:] + liquid[:-1]) / 2)
        f[-1] = supply - v * c_liq
        g = np.zeros(n_sol + 1)
        g[0] = drain - v * c_sol
        g[1:-1] = (-D_S * np.diff(solid) / np.diff(yc)
                   - v * (solid[1:] + solid[:-1]) / 2)
        return np.concatenate([-np.diff(f), -np.diff(g) / dy, [v]])

    def nearly_closed(t, z):
        return z[-1] - s_stop
    nearly_closed.terminal = True

    start = np.concatenate([c0 * s0 * du, np.zeros(n_sol), [s0]])
    run = solve_ivp(rhs, (0.0, t_end), start, method="BDF", rtol=1e-7,
                    atol=1e-10, dense_output=True, events=nearly_closed)
    assert run.success
    return run, fluxes


# --- Early law on both sides of the widening threshold (fixed grid) ---------
cl, cs, dl, ds, h = 0.6, 0.3, 4.0, 1.0, 0.025
threshold = cs * np.sqrt(ds / dl)
early_rows = []
for factor in (0.5, 2.0):
    start_c = cl + factor * threshold
    measured = fixed_grid_widths(start_c, cl, cs, dl, ds, 10.0, 20.0, h, [1.0])[0] - 10
    predicted = 2 * early_coefficient(start_c, cl, cs, dl, ds)
    assert abs(measured - predicted) < h          # resolution: one cell
    assert np.sign(measured) == np.sign(factor - 1)
    early_rows.append((factor, measured, predicted))

# --- Whole cycle: fixed grid against front tracking --------------------------
h_cycle = 0.04
cycle_times = np.array([0.02, 0.5, 2.0, 3.5])
grid_s = fixed_grid_widths(1.0, 0.6, 0.3, 20.0, 1.0, 1.0, 14.0, h_cycle, cycle_times)
cycle, _ = track_front(1.0, 0.6, 0.3, 20.0, 1.0, 1.0, 20.0, 3.6, 0.05)
front_s = cycle.sol(cycle_times)[-1]
cycle_error = np.max(np.abs(grid_s - front_s))
assert cycle_error < h_cycle                      # resolution: one cell
assert grid_s[1] > 1.0 and grid_s[-1] < grid_s[1]

# --- Base too thin to hold the solute: liquid must remain --------------------
thin = 2.4
left_over = fixed_grid_widths(1.0, 0.6, 0.3, 4.0, 1.0, 1.0, thin, 0.04, [15.0])[0]
left_expected = (1.0 - 0.3 * thin) / (0.6 - 0.3)
assert abs(left_over - left_expected) < 0.01

# --- Worked example: nickel with nickel-phosphorus filler, rough values ------
c0, c_liq, c_sol = 0.19, 0.10, 0.002
D_L, D_S, s0, T = 2000.0, 20.0, 12.5, 1423.0
s_m = c0 * s0 / c_liq
lam = early_coefficient(c0, c_liq, c_sol, D_L, D_S)
mu = late_coefficient(c_liq, c_sol)
t_close = s_m**2 / (4 * mu**2 * D_S)
t_simple = np.pi * (c0 * s0)**2 / (4 * c_sol**2 * D_S)
assert abs(t_simple / t_close - 1) < 0.03         # correction of order c_sol/c_liq

run, fluxes = track_front(c0, c_liq, c_sol, D_L, D_S, s0, 9000.0, 2 * t_close, 1.0)
s_steps = run.y[-1]
t_fine = np.geomspace(0.05, 20.0, 6000)
s_fine = run.sol(t_fine)[-1]
t_peak, s_peak = t_fine[np.argmax(s_fine)], s_fine.max()
assert 0.98 * s_m < s_peak < s_m
assert np.all(np.diff(s_steps[run.t < t_peak]) > -1e-4)
assert np.all(np.diff(s_steps[run.t > t_peak]) < 1e-4)

t_early = 0.005
s_early = run.sol(t_early)[-1]
assert abs((s_early - s0) / (2 * lam * np.sqrt(t_early)) - 1) < 0.02

t_mid = 1.0e4
s_mid = run.sol(t_mid)[-1]
s_mid_law = s_m - 2 * mu * np.sqrt(D_S * t_mid)
assert abs(s_mid - s_mid_law) < 0.01 * s_m
assert len(run.t_events[0]) == 1
t_one = run.t_events[0][0]
t_one_law = (s_m - 1.0)**2 / (4 * mu**2 * D_S)
assert abs(t_one / t_one_law - 1) < 0.01

flux_rows = []
for target in (0.005, 0.1, 0.4, 2.0, 100.0, 1.0e4):
    i = 1 + np.argmin(np.abs(np.log(run.t[1:] / target)))
    supply, drain = fluxes(run.y[:, i])
    assert (supply > drain) == (run.t[i] < t_peak)
    flux_rows.append((run.t[i], s_steps[i], supply, drain))

# --- Remove the drain: the layer widens to s_m and never shrinks -------------
sealed, _ = track_front(c0, c_liq, 0.0, D_L, D_S, s0, 9000.0, 1.0e5, 1.0)
gap_a, gap_b = s_m - sealed.sol(0.6)[-1], s_m - sealed.sol(0.9)[-1]
rate_seen = np.log(gap_a / gap_b) / 0.3
rate_law = np.pi**2 * D_L / (4 * s_m**2)
assert abs(rate_seen / rate_law - 1) < 0.03
s_sealed = sealed.y[-1, -1]
assert abs(s_sealed / s_m - 1) < 1e-3

# --- Sizes of neglected effects, from rough inputs ---------------------------
latent, heat_capacity, thermal_D = 17000.0, 35.0, 1.0e7   # J/mol, J/mol/K, um^2/s
cooling = latent / heat_capacity * lam * np.sqrt(np.pi / thermal_D)
ramp_time = (T - 1150.0) / 0.5                            # 0.5 K/s from melting
ramp_loss = 2 * mu * np.sqrt(D_S * ramp_time)
boundary_share = 2 * 0.5e-3 * 1.0e3 / 50.0                # 0.5 nm, ratio 1000, 50 um
kB_eV = constants.k / constants.e
ten_kelvin = np.exp(2.5 / kB_eV * (1 / T - 1 / (T - 10))) # D_S ratio, 2.5 eV
mu_low = late_coefficient(c_liq, 0.9 * c_sol)
mu_cl = late_coefficient(1.2 * c_liq, c_sol)
t_cl = (c0 * s0 / (1.2 * c_liq))**2 / (4 * mu_cl**2 * D_S)
assert abs(t_cl / t_close - 1) < 0.02
H_min = c0 * s0 / c_sol - s0
reach = 2 * np.sqrt(D_S * t_close)

print("TESTS (dimensionless cases)")
for factor, measured, predicted in early_rows:
    print(f"excess/threshold {factor:.1f}: shift grid {measured:+.3f}, law {predicted:+.3f}")
for t, a, b in zip(cycle_times, grid_s, front_s):
    print(f"cycle t={t:.2f}: half-width grid {a:.3f}, front {b:.3f}")
print(f"thin base: liquid left {left_over:.3f}, balance {left_expected:.3f}")
print("EXAMPLE Ni / Ni-P filler, rough typical inputs")
print(f"temperature {T:.0f} K, filler thickness {2*s0:.1f} um")
print(f"solute fractions: filler {c0}, liquidus {c_liq}, solidus {c_sol}")
print(f"diffusivities: liquid {D_L:.0f}, solid {D_S:.0f} um^2/s")
print(f"least c0-c_liq for widening: {c_sol*np.sqrt(D_S/D_L):.1e}")
print(f"early coefficient lam: {lam:.2f} um/s^0.5")
print(f"half-width at {t_early} s: front {s_early:.2f}, "
      f"law {s0+2*lam*np.sqrt(t_early):.2f} um")
print(f"bound s_m on half-width: {s_m:.2f} um")
print(f"levelling rate: front {rate_seen:.2f}, law {rate_law:.2f} 1/s")
print(f"levelling time 1/rate: {1/rate_law:.3f} s")
print(f"no drain: half-width after 1e5 s: {s_sealed:.2f} um")
print("time s | half-width um | supply um/s | drain um/s | supply/drain")
for t, s, supply, drain in flux_rows:
    ratio = round(supply / drain, 3) + 0.0
    shown = f"{supply:.2e}" if abs(ratio) > 0.001 else "negligible"
    print(f"{t:.3g} | {s:.2f} | {shown} | {drain:.2e} | {ratio:.3f}")
print(f"greatest half-width: {s_peak:.2f} um at {t_peak:.2f} s")
print(f"greatest full width: {2*s_peak:.1f} um")
print(f"base metal dissolved per side: {s_peak-s0:.2f} um")
print(f"shrinkage coefficient mu: {mu:.5f}")
print(f"half-width at 1e4 s: front {s_mid:.2f}, law {s_mid_law:.2f} um")
print(f"time to half-width 1 um: front {t_one:.0f}, law {t_one_law:.0f} s")
print(f"closure time: {t_close:.0f} s = {t_close/3600:.1f} h")
print(f"closure time, small-solidus formula: {t_simple:.0f} s")
print(f"closure time / time of greatest width: {t_close/t_peak:.1e}")
print(f"closure time change, liquidus +20%: {100*(t_cl/t_close-1):+.2f} %")
print(f"least base thickness per side: {H_min/1000:.2f} mm")
print("NEGLECTED EFFECTS (rough sizes)")
print(f"diffusion reach at closure: {reach/1000:.2f} mm")
print(f"5 mm part: far-wall fraction/solidus {2*erfc(5000/reach):.1e}")
print(f"latent-heat cooling while widening: {cooling:.1f} K")
print(f"heating at 0.5 K/s from 1150 K: {ramp_time:.0f} s, drain {ramp_loss:.1f} um")
print(f"grain-boundary share of drain, no segregation: {100*boundary_share:.0f} %")
print(f"5% volume mismatch: half-width error {0.05*s_peak:.1f} um")
print(f"10 K colder, 2.5 eV: closure time {100*(1/ten_kelvin-1):+.0f} % via D_S")
print(f"solidus 10% lower: closure time {100*((mu/mu_low)**2-1):+.0f} %")
print("done: every assertion held")
```

Running it gives:

```
TESTS (dimensionless cases)
excess/threshold 0.5: shift grid -0.318, law -0.318
excess/threshold 2.0: shift grid +0.492, law +0.493
cycle t=0.02: half-width grid 1.303, front 1.306
cycle t=0.50: half-width grid 1.200, front 1.201
cycle t=2.00: half-width grid 0.674, front 0.674
cycle t=3.50: half-width grid 0.343, front 0.342
thin base: liquid left 0.933, balance 0.933
EXAMPLE Ni / Ni-P filler, rough typical inputs
temperature 1423 K, filler thickness 25.0 um
solute fractions: filler 0.19, liquidus 0.1, solidus 0.002
diffusivities: liquid 2000, solid 20 um^2/s
least c0-c_liq for widening: 2.0e-04
early coefficient lam: 14.90 um/s^0.5
half-width at 0.005 s: front 14.61, law 14.61 um
bound s_m on half-width: 23.75 um
levelling rate: front 8.75, law 8.75 1/s
levelling time 1/rate: 0.114 s
no drain: half-width after 1e5 s: 23.75 um
time s | half-width um | supply um/s | drain um/s | supply/drain
0.00498 | 14.60 | 2.11e+01 | 4.40e-01 | 48.037
0.0981 | 20.97 | 2.90e+00 | 6.77e-02 | 42.855
0.402 | 23.54 | 1.46e-01 | 1.28e-02 | 11.412
1.99 | 23.62 | negligible | 3.77e-03 | 0.000
98.7 | 22.74 | negligible | 5.02e-04 | 0.000
9.85e+03 | 13.66 | negligible | 5.02e-05 | 0.000
greatest half-width: 23.67 um at 0.74 s
greatest full width: 47.3 um
base metal dissolved per side: 11.17 um
shrinkage coefficient mu: 0.01137
half-width at 1e4 s: front 13.59, law 13.58 um
time to half-width 1 um: front 50107, law 50072 s
closure time: 54571 s = 15.2 h
closure time, small-solidus formula: 55377 s
closure time / time of greatest width: 7.3e+04
closure time change, liquidus +20%: +0.25 %
least base thickness per side: 1.18 mm
NEGLECTED EFFECTS (rough sizes)
diffusion reach at closure: 2.09 mm
5 mm part: far-wall fraction/solidus 1.4e-03
latent-heat cooling while widening: 4.1 K
heating at 0.5 K/s from 1150 K: 546 s, drain 2.4 um
grain-boundary share of drain, no segregation: 2 %
5% volume mismatch: half-width error 1.2 um
10 K colder, 2.5 eV: closure time +16 % via D_S
solidus 10% lower: closure time +24 %
done: every assertion held
```
